# Dipole limit and corrections in inelastic X-ray and electron scattering, part 2

We compare inelastic scattering at momentum transfer $\mathbf q=\mathbf k_0-\mathbf k_1=q\mathbf n$ ($|\mathbf n|=1$) and energy loss $\omega$ with its small-$q$ dipole limit. Hartree atomic units are used: lengths are in bohr and the speed of light is $c=1/\alpha$. The dynamic structure factor is

$$S(\mathbf q,\omega)=\sum_f|M_f(\mathbf q)|^2\,\delta(E_f-E_i-\omega),\qquad M_f=\langle f|\sum_{j=1}^Ne^{i\mathbf q\cdot\mathbf r_j}|i\rangle .\tag{2}$$

For a discrete line, $S$ denotes the weight $\sum|M_f|^2$. For hydrogen, with $\mathbf e$ the $2p$ axis,

$$M_{2p}=\frac{6\sqrt2\,i\,(\mathbf e\cdot\mathbf q)}{(q^2+9/4)^3},\qquad M_{2s}=\frac{4\sqrt2\,q^2}{(q^2+9/4)^3}.\tag{1}$$

The $2p$ weight is $(1+4q^2/9)^{-6}$ times its dipole value, a factor $0.9$ at $q=0.1996$. Also $I(b,\mathbf q)=\int e^{-br}e^{i\mathbf q\cdot\mathbf r}\,d^3r=8\pi b/(b^2+q^2)^2$. Hydrogen continuum states are labelled by $k$, with $2\omega=1+k^2$.

Let $D$, $Q$, $O$ be the matrix elements of $\sum_jx_j$, $\sum_jx_j^2$, $\sum_jx_j^3$, with $x_j=\mathbf n\cdot\mathbf r_j$. For $\langle f|i\rangle=0$,

$$|M_f|^2=q^2|D|^2-q^3\,\mathrm{Im}(D^*Q)+q^4c_4+\dots,\qquad c_4=\tfrac14|Q|^2-\tfrac13\mathrm{Re}(D^*O).\tag{6}$$

Only the sum $c_4$, not its two parts, is independent of origin. Time reversal or inversion symmetry removes odd terms in $S$.

$$S(\mathbf q,\omega)=q^2S_{\rm dip}(\mathbf n,\omega)+O(q^3),\qquad S_{\rm dip}(\boldsymbol\epsilon,\omega)=\sum_f\Big|\langle f|\boldsymbol\epsilon\cdot\sum_j\mathbf r_j|i\rangle\Big|^2\delta(E_f-E_i-\omega).\tag{7}$$

$$S_{\rm dip}(\mathbf n,\omega)=\sum_{ab}n_an_b\,T_{ab},\qquad T_{ab}=\mathrm{Re}\sum_fD_a^*D_b\,\delta(E_f-E_i-\omega).\tag{8}$$

For a linear molecule along $z$ in a $\Sigma$ state, at angle $\theta$ to $\mathbf q$, $S_{\rm dip}=T_{xx}\sin^2\theta+T_{zz}\cos^2\theta$. Its orientation average, $\mathrm{Tr}\,T/3$, equals the value at the magic angle $54.74^\circ$. The absorption cross section obeys

$$\sigma(\boldsymbol\epsilon,\omega)=4\pi^2\alpha\,\omega\,S_{\rm dip}(\boldsymbol\epsilon,\omega),\qquad S(\mathbf q,\omega)\to\frac{q^2\,\sigma(\mathbf n,\omega)}{4\pi^2\alpha\,\omega}.\tag{9}$$

For fast electrons in first Born approximation, with normalization volume $V$,

$$\frac{d^2\sigma}{d\Omega\,d\omega}=2\pi\,\frac{16\pi^2}{q^4V^2}\,\frac{Vk_1}{8\pi^3}\,\frac V{k_0}\,S=\frac{k_1}{k_0}\,\frac{4}{q^4}\,S(\mathbf q,\omega).\tag{3}$$

For singlet excitation from core orbital $c$ to empty orbitals $a$, with real coefficients $X_a$,

$$M_f=\frac{2}{\sqrt2}\sum_aX_a\langle a|e^{i\mathbf q\cdot\mathbf r}|c\rangle=\sqrt2\,\langle\phi_f|e^{i\mathbf q\cdot\mathbf r}|c\rangle,\qquad\phi_f=\sum_aX_a\,a .\tag{4}$$

For one electron in a central field, with $z$ along $\mathbf q$, $\mu=\cos\theta_r$, $s$-core radial function $u_c$ and energy-normalized final functions $u_{\varepsilon L}$,

$$S(q,\omega)=\sum_L(2L+1)\Big|\int_0^\infty u_{\varepsilon L}\,j_L(qr)\,u_c\,dr\Big|^2.\tag{10}$$

With $y=qr$, to the order needed, $j_0=1-y^2/6$, $j_1=y/3-y^3/30$ and $j_2=y^2/15$.

Define $R_n^L=\int u_{\varepsilon L}r^nu_c\,dr$. The $L=0$ term is $(R_0^0-q^2R_2^0/6)^2$ with $R_0^0=0$ by orthogonality. The $L=1$ term is $3(qR_1^1/3-q^3R_3^1/30)^2$, and the $L=2$ term is $5q^4(R_2^2)^2/225$. Collecting powers,

$$S_{\rm dip}=\frac{(R_1^1)^2}{3},\qquad c_4=\frac{(R_2^0)^2}{36}+\frac{(R_2^2)^2}{45}-\frac{R_1^1R_3^1}{15}.\tag{11}$$

At order $q^2$ the rule is $s\to p$; at order $q^4$ the channels $s\to s$ and $s\to d$ open, and the $p$ channel is corrected. For a hydrogenic core of charge $Z$, the substitution $r\to r/Z$ gives $M_Z(q)=M_1(q/Z)$, energies scale as $Z^2$, and the delta function supplies $Z^{-2}$, so $S_Z(q,\omega)=Z^{-2}S_1(q/Z,\omega/Z^2)$. The $1s\to2p$ line of a hydrogenic core with charge $Z$ falls 10% below its dipole value at $q=0.1996\,Z$.

A sum rule constrains the corrections. For one electron in a local potential, $\mathbf p\,e^{i\mathbf q\cdot\mathbf r}=e^{i\mathbf q\cdot\mathbf r}(\mathbf p+\mathbf q)$, so $[H,e^{i\mathbf q\cdot\mathbf r}]=e^{i\mathbf q\cdot\mathbf r}(\mathbf q\cdot\mathbf p+q^2/2)$. Closure over all eigenstates, where $f=i$ contributes nothing because its energy difference is zero, gives

$$\int\omega S\,d\omega=\langle i|e^{-i\mathbf q\cdot\mathbf r}[H,e^{i\mathbf q\cdot\mathbf r}]|i\rangle=\frac{q^2}2+\mathbf q\cdot\langle i|\mathbf p|i\rangle=\frac{q^2}{2},$$

because $\langle\mathbf p\rangle=i\langle[H,\mathbf r]\rangle=0$ in a bound eigenstate. For the dipole term, $\int\omega S_{\rm dip}d\omega=\langle x[H,x]\rangle=-i\langle xp_x\rangle$. From $\langle[H,x^2]\rangle=-i\langle xp_x+p_xx\rangle=0$ and $xp_x-p_xx=i$ follows $\langle xp_x\rangle=i/2$, so the integral is $\frac12$, the Thomas–Reiche–Kuhn rule. The dipole term alone exhausts the exact sum. The difference $S-q^2S_{\rm dip}$ has zero first moment at every $q$ and must take both signs. The rule counts all final orbitals, so it applies as written to hydrogen; for a core electron in a many-electron system the occupied orbitals are missing from the sum.

Hydrogen shows this redistribution. Diagonalizing the radial Hamiltonian on a grid at $q=0.5$ bohr$^{-1}$ gives $0.500$ for both $\int\omega S\,d\omega/q^2$ and $\int\omega S_{\rm dip}\,d\omega$. The zeroth moments differ. Closure gives $\int S\,d\omega=1-F^2$ with $F=I(2,q)/\pi=16/(4+q^2)^2=0.8858$, so $(1-0.7847)/0.25=0.861$ bohr$^2$, against $\langle z^2\rangle=1$ bohr$^2$ for the dipole. The grid values $0.862$ and $1.001$ carry a discretization error of about $10^{-3}$. Less total weight with the same first moment means a higher mean energy loss. The coefficient $c_4/S_{\rm dip}$ shows where weight is lost and gained. For the $2p$ line it is $-6\cdot\frac49=-\frac83$ bohr$^2$. The $2s$ line at the same energy adds $\frac{32}{72}=\frac49$ by (1), so the whole $n=2$ level has $-\frac{20}9$ bohr$^2$. At the three continuum energies computed the coefficient is positive:

| $k$ (bohr$^{-1}$) | $\omega$ (Ha) | $S_{\rm dip}$ (bohr$^2$/Ha) | $c_4/S_{\rm dip}$ (bohr$^2$) | $S/q^2S_{\rm dip}$, $q=0.5$ |
|---|---|---|---|---|
| 0.2 | 0.520 | 1.3533 | 1.257 | 1.082 |
| 1.0 | 1.000 | 0.11545 | 2.500 | 1.683 |
| 3.0 | 5.000 | 0.000184 | 0.820 | 1.225 |

The sums (10) were tested against Bethe's closed form for $1s$ ionization to a relative $10^{-6}$, and (11) against the extrapolated $q^4$ residual to a relative $10^{-3}$. Relation (9) was tested to a relative $10^{-5}$ with $\sigma$ computed from the momentum matrix element. At $\omega=1$ Ha, $\sigma=0.033261$ bohr$^2$ $=0.9314$ Mb, and $0.033261/0.115453=0.2881=4\pi^2\alpha$. At $q=0.5$ the two-term series $1+0.25\,c_4/S_{\rm dip}$ gives $1.625$ and $1.205$ for the last two rows, near the exact $1.683$ and $1.225$. For the first row it gives $1.314$ against $1.082$, so near threshold the terms beyond $q^4$ cancel most of the $q^4$ term at this $q$, and the closeness of the ratio to 1 there is not a sign of fast convergence. The large-$r$ form of the integrand, a power of $r$ times $e^{-(1\mp ik-iq\mu)r}$, places the nearest singularities at $q\mu=\pm k\pm i$. This suggests a radius of convergence $\sqrt{1+k^2}=\sqrt{2\omega}$, which is only $1.02$ at $k=0.2$ and widens far above the edge; that estimate was not tested separately.

A molecular case is the carbon K edge of CO, with the bond length chosen as $2.13$ bohr, carbon at the origin and the axis along $z$. The ground state is restricted Hartree–Fock in the aug-cc-pVTZ basis (92 functions, $E=-112.7816$ Ha). The excited singlets are configuration-interaction singles restricted to the C $1s$ orbital. The $X_a$ in (4) are eigenvectors of $A_{ab}=\delta_{ab}(\varepsilon_a-\varepsilon_c)-(cc|ab)+2(ca|cb)$, in which the second term is the attraction to the core hole and the third is the singlet exchange term. The other orbitals do not relax around the hole, so the energies and strengths describe this model and serve to test (6) to (8), not to predict the measured edge. The core orbital has $\varepsilon_c=-11.361$ Ha and root-mean-square radius $a=0.312$ bohr. The lowest level is the $\pi^*$ pair at $10.819$ Ha ($294.4$ eV) with $T_{xx}=0.017182$ bohr$^2$. Its average is $\frac23\cdot0.017182=0.011455$ bohr$^2$ and its oscillator strength is $2\cdot10.819\cdot0.011455=0.248$. This is the length form; the HF and CIS operators are nonlocal, and the velocity form gives $0.236$. The lowest $\sigma$ state lies at $11.199$ Ha ($304.7$ eV) with $T_{zz}=2.0435\times10^{-3}$ bohr$^2$. The digits belong to this basis. In aug-cc-pVQZ the two energies fall by about $0.002$ Ha, $T_{xx}$ rises by 0.4% and $T_{zz}$ falls by 2%. Uncontracting aug-cc-pVTZ and adding one diffuse $s$ and one diffuse $p$ shell per atom lowers $T_{zz}$, and the $\sigma$ to $\pi^*$ ratios given below, by about 7%. The relative $q^4$ coefficient of $\pi^*$ and the ratios of exact to dipole weight at $160^\circ$ given below move by about $0.001$ or less.

The exact weights come from Fourier integrals over pairs of basis functions, the coefficients from separate moment integrals. At $q=0.02$ bohr$^{-1}$ and $\theta=30^\circ$, (8) predicts $0.017182/4=0.004296$ for $\pi^*$ and $\frac34\cdot2.0435\times10^{-3}=1.5326\times10^{-3}$ for $\sigma$; the exact $S/q^2$ are $0.004295$ and $1.5326\times10^{-3}$ bohr$^2$. The angular laws were tested at four angles to $10^{-3}$ of $T_{xx}$ or $T_{zz}$, and the spherical average against $\mathrm{Tr}\,T/3$ and against the magic-angle value $0.011454$. At $\theta=0$ the $\pi^*$ weight vanishes at every $q$, because $e^{iqz}$ has $m=0$. At $\theta=90^\circ$ the $\sigma$ line is dipole-forbidden but $x^2$ has an $m=0$ part. There $D=0$, $c_4=Q^2/4=2.749\times10^{-5}$ bohr$^4$, and $S/q^2=q^2c_4=4\times10^{-4}\cdot2.749\times10^{-5}=1.100\times10^{-8}$ bohr$^2$, as the exact value shows. For $\pi^*$ at $90^\circ$, $x^2$ has only $m=0,\pm2$, so $Q=0$ and $c_4=-DO/3=-1.859\times10^{-3}$ bohr$^4$. The relative coefficient is $-1.859\times10^{-3}/0.017182=-0.108$ bohr$^2$, of the size of $a^2=0.097$ bohr$^2$. At $60^\circ$ the parts $2.2\times10^{-6}$ and $-1.3512\times10^{-3}$ sum to $-1.349\times10^{-3}$ bohr$^4$. With the origin moved to $(0.7,-0.3,1.1)$ bohr they become $1.3415\times10^{-2}$ and $-1.4764\times10^{-2}$, with the same sum.

For 10 keV X-rays losing the $\pi^*$ energy, $k_0=2.6817$ and $k_1=k_0-\alpha\omega=2.6028$ bohr$^{-1}$. At a scattering angle of $10^\circ$, $q^2=k_0^2+k_1^2-2k_0k_1\cos10^\circ=13.9661-13.7478=0.2183$, so $q=0.467$ bohr$^{-1}$ ($0.883$ Å$^{-1}$) and $qa=0.146$. For $\mathbf q$ perpendicular to the axis the series gives $S/q^2S_{\rm dip}=1-0.108\cdot0.2183=0.976$, and the exact ratio is $0.977$. The orientation average is $2.444\times10^{-3}$, which is 2.3% below the dipole value $0.2183\cdot0.011455=2.501\times10^{-3}$. At $160^\circ$, $q=5.20$ bohr$^{-1}$ ($9.83$ Å$^{-1}$) and $qa=1.6$; the averaged $\pi^*$ weight is $0.103$ of the dipole value and the expansion is useless. The shape of the spectrum has changed as well. The ratio of $\sigma$ to $\pi^*$ weight is $1.468\times10^{-4}/2.444\times10^{-3}=0.060$ at $10^\circ$ and $5.229\times10^{-3}/3.182\times10^{-2}=0.164$ at $160^\circ$. At $160^\circ$ the averaged $\sigma$ weight is $5.229\times10^{-3}/1.845\times10^{-2}=0.283$ of its dipole value, against $0.103$ for $\pi^*$.

For 2.5 keV electrons scattered by $2^\circ$, $k_0=13.5553$ and $k_1=(k_0^2-2\omega)^{1/2}=12.7322$ bohr$^{-1}$. The speed $v=k_0$ is about a tenth of $c$, and the loss is about 12% of the beam energy, so the Born cross section is an estimate, although the comparison of $S$ with its dipole limit is unaffected. The components of $\mathbf q$ along and across the beam are $k_0-k_1\cos2^\circ=0.8309$ and $k_1\sin2^\circ=0.4443$ bohr$^{-1}$, so $q=0.942$ bohr$^{-1}$, at $28.1^\circ$ to the beam. The effective polarization lies along the beam in exact forward scattering, where $q$ cannot fall below $k_0-k_1$, and turns away from it within a few degrees. For a molecule along the beam the dipole weight of $\pi^*$ is $q^2T_{xx}\sin^2\theta=0.4443^2\cdot0.017182=3.392\times10^{-3}$, and the exact weight $3.113\times10^{-3}$ is 8% lower, at $qa=0.29$. For random orientation, $S=9.272\times10^{-3}$ and (3) gives $4\cdot(12.7322/13.5553)\cdot9.272\times10^{-3}/0.9422^4=0.044$ bohr$^2$/sr.

For $\mathbf q$ perpendicular to the axis, a rotation by $\pi$ about the axis sends $\mathbf q$ to $-\mathbf q$, and an orientation average weights $\mathbf q$ and $-\mathbf q$ equally, so odd terms vanish in those cases regardless. For an oriented molecule with $q_z\neq0$, CO has no inversion centre or other spatial operation that reverses $\mathbf q$, and the $q^3$ term was removed by time reversal alone. To break that as well, take as a model one-electron operator the Fock matrix plus an orbital Zeeman term $\frac12BL_x$, with $B=0.02$ a.u. chosen large enough to be visible and $\mathbf q$ along $y$. In a real basis $L_x$ is $-i$ times a real antisymmetric matrix, and it is odd under $y\to-y$. The model operator is therefore unchanged by the reflection $y\to-y$ combined with complex conjugation. The phase of each nondegenerate orbital, the core included, can then be chosen so that its $y$-even part is real and its $y$-odd part imaginary. With this choice $Q$, which connects parts of equal $y$-parity, is real, and $D$, which connects parts of opposite $y$-parity, is imaginary. Thus $D^*Q$ is imaginary for any $B$, even when the field mixes neighbouring levels strongly. The term also changes sign under the rotation by $\pi$ about $z$, so that rotation no longer removes the odd terms. For the empty orbital with the largest effect, $11.858$ Ha above C $1s$, $-\mathrm{Im}(D^*Q)=1.944\times10^{-4}$ bohr$^3$, and the exact odd part $[S(\mathbf q)-S(-\mathbf q)]/2q^3$, extrapolated to $q=0$, agrees within the tested relative tolerance of $2\times10^{-3}$. This orbital has positive energy and is a discretized continuum state, so the value shows that the term exists and is not a property of CO. In aug-cc-pVQZ the largest effect is $3.2\times10^{-4}$ bohr$^3$ at $17.7$ Ha, and it also changes with the origin chosen for $L_x$. In a neon atom with the same term, $L_x$ preserves parity, and the largest odd part is of order $10^{-19}$ bohr$^3$, which is rounding noise. The program that produced these numbers and its output are printed below.

## Numbers as computed

```
H <2p|z|1s> = 0.74494 bohr; 2p line 10% below dipole at q = 0.1996 1/bohr
1s(Z=6),2s(Z'=5): overlap = 0.08903, S(q=0.001) = 0.007927
H k=0.2 1/bohr: w = 0.520 Ha, S_dip = 1.353306 bohr^2/Ha, c4/S_dip = 1.2574 bohr^2
   sigma = 0.202733 bohr^2 = 5.6771 Mb, S/(q^2 S_dip) at q=0.5: 1.0819
H k=1.0 1/bohr: w = 1.000 Ha, S_dip = 0.115453 bohr^2/Ha, c4/S_dip = 2.5000 bohr^2
   sigma = 0.033261 bohr^2 = 0.9314 Mb, S/(q^2 S_dip) at q=0.5: 1.6831
H k=3.0 1/bohr: w = 5.000 Ha, S_dip = 0.000184 bohr^2/Ha, c4/S_dip = 0.8200 bohr^2
   sigma = 0.000265 bohr^2 = 0.0074 Mb, S/(q^2 S_dip) at q=0.5: 1.2251
H q=0.5: int w S/q^2 = 0.500, int w S_dip = 0.500 (Ha bohr^2)
H q=0.5: int S/q^2 = 0.862, int S_dip = 1.001 (bohr^2)
CO R = 2.13 bohr, 92 basis functions, E(RHF) = -112.78157 Ha
C 1s: orbital energy = -11.3614 Ha, rms radius = 0.3122 bohr
pi*: w = 10.8191 Ha = 294.40 eV, T_xx = 0.017182 bohr^2
sigma: w = 11.1988 Ha = 304.73 eV, T_zz = 2.0435e-03 bohr^2
pi* pair: Tr T/3 = 0.011455 bohr^2, oscillator strength = 0.2479
q=0.02, theta= 0.00 deg: S/q^2 pi* 0.000000, sigma 2.0434e-03 bohr^2
q=0.02, theta=30.00 deg: S/q^2 pi* 0.004295, sigma 1.5326e-03 bohr^2
q=0.02, theta=54.74 deg: S/q^2 pi* 0.011454, sigma 6.8116e-04 bohr^2
q=0.02, theta=90.00 deg: S/q^2 pi* 0.017182, sigma 1.0996e-08 bohr^2
pi* theta=60: Q^2/4=2.2175e-06, -DO/3=-1.3512e-03, c4=-1.3490e-03, exact -1.3490e-03 bohr^4
pi* theta=90: Q^2/4=8.3206e-34, -DO/3=-1.8594e-03, c4=-1.8594e-03, exact -1.8594e-03 bohr^4
sigma theta=0: Q^2/4=4.3284e-05, -DO/3=-2.7848e-04, c4=-2.3520e-04, exact -2.3518e-04 bohr^4
sigma theta=90: Q^2/4=2.7494e-05, -DO/3=5.0717e-32, c4=2.7494e-05, exact 2.7493e-05 bohr^4
pi* theta=60, origin (0.7,-0.3,1.1) bohr: Q^2/4=1.3415e-02, -DO/3=-1.4764e-02 bohr^4
X-ray 10 keV: k0 = 2.6817, k1 = 2.6028 1/bohr
 angle 10 deg: q = 0.4672 1/bohr = 0.883 1/Angstrom
   q*rms = 0.146; pi* S/(q^2 S_dip): perp 0.9767, average 0.9773
   average S: pi* 2.4441e-03, sigma 1.4682e-04, sigma dipole 1.4871e-04
 angle 160 deg: q = 5.2042 1/bohr = 9.835 1/Angstrom
   q*rms = 1.625; pi* S/(q^2 S_dip): perp 0.1017, average 0.1026
   average S: pi* 3.1817e-02, sigma 5.2291e-03, sigma dipole 1.8449e-02
electron 2.5 keV, 2 deg: k0 = 13.5553, k1 = 12.7322, q = 0.9422 1/bohr
   q_par = 0.8309, q_perp = 0.4443 1/bohr, q-beam angle = 28.14 deg
   q*rms = 0.294; pi* S/(q^2 S_dip): perp 0.9097, average 0.9117
   average S: pi* 9.2720e-03, sigma 5.8050e-04, sigma dipole 6.0476e-04
   axis along beam: S pi* = 3.1126e-03, dipole 3.3925e-03
   average dsigma/dOmega pi* = 0.04420 bohr^2/sr
CO, B = 0.02 a.u., orbital gap 11.858 Ha: -Im(D*Q) = 1.9444e-04, exact 1.9444e-04 bohr^3
Ne, same B: largest odd part / q^3 = 3.2e-19 bohr^3
```
